# The Daleckii-Krein Formula and the Finite-Temperature Density Response

## The derivative of a matrix function, derived twice

Let $H$ and $V$ be Hermitian matrices of finite size, let $\lambda$ be a real parameter, and write $H_\lambda=H+\lambda V$. Let $H=U\,\mathrm{diag}(\varepsilon_i)\,U^\dagger$, where column $i$ of the unitary matrix $U$ is the eigenvector $u_i$. For a real function $f$, the matrix $f(H)$ is $U\,\mathrm{diag}(f(\varepsilon_i))\,U^\dagger$. The Daleckii-Krein formula states that

$$
Df(H)[V]\equiv\left.\frac{d}{d\lambda}f(H_\lambda)\right|_{\lambda=0}
=U\left(F\circ U^\dagger VU\right)U^\dagger ,\tag{1}
$$

where $\circ$ multiplies two matrices element by element and $F_{ij}=F(\varepsilon_i,\varepsilon_j)$ is the divided difference

$$
F(x,y)=\begin{cases}\dfrac{f(x)-f(y)}{x-y}, & x\ne y,\\[2mm] f'(x), & x=y.\end{cases}\tag{2}
$$

In the eigenbasis of $H$, each matrix element $V_{ij}=\langle u_i|V|u_j\rangle$ is thus multiplied by one number that depends on the two energies. The second line of (2) applies to the diagonal and also to every pair of different states in a degenerate level.

The matrix $f'(H)V$ is in general a wrong answer, because $H$ and $V$ need not commute. If they do commute, $(\varepsilon_i-\varepsilon_j)V_{ij}=0$, so $V_{ij}$ vanishes between different levels. Then only the factors $f'(\varepsilon_i)$ act, and (1) reduces to $f'(H)V$.

### First derivation: from powers to smooth functions

Assume here that $f$ has a continuous derivative on an open interval containing the spectrum of $H$.

Take first $f(x)=x^n$ with $n\ge1$. In the product of $n$ factors $H+\lambda V$, the terms linear in $\lambda$ have $V$ in one place and $H$ in all others. Keeping the order of the factors gives

$$
D(H^n)[V]=\sum_{k=0}^{n-1}H^kVH^{n-1-k}.
$$

Between $u_i$ and $u_j$, the powers on the left act on $u_i$ and those on the right act on $u_j$:

$$
\langle u_i|D(H^n)[V]|u_j\rangle
=\left(\sum_{k=0}^{n-1}\varepsilon_i^{\,k}\varepsilon_j^{\,n-1-k}\right)V_{ij}.
$$

To evaluate the bracket, multiply the corresponding sum in $x$ and $y$ by $x-y$:

$$
(x-y)\sum_{k=0}^{n-1}x^ky^{n-1-k}
=\sum_{k=1}^{n}x^ky^{n-k}-\sum_{k=0}^{n-1}x^ky^{n-k}
=x^n-y^n .
$$

In the first sum on the right the index was raised by one; all terms then cancel except $k=n$ in the first sum and $k=0$ in the second. For $x\ne y$, division by $x-y$ gives the quotient in (2). For $x=y$ the original sum has $n$ equal terms and is $nx^{n-1}$, the derivative of $x^n$. Both cases of (2) are therefore present before any limit is taken. A constant function has zero derivative and $F=0$. Since both sides of (1) are linear in $f$, the formula holds for every polynomial, at every Hermitian matrix.

The passage to other functions needs a bound on $F$. Let $\theta$ run from 0 to 1 and set $z(\theta)=y+\theta(x-y)$. Since $dz/d\theta=x-y$, the fundamental theorem of calculus gives

$$
F(x,y)=\int_0^1 f'\big(y+\theta(x-y)\big)\,d\theta .\tag{3}
$$

For $x=y$ the integrand is the constant $f'(x)$, so (3) covers both cases. Its absolute value is at most the maximum of $|f'|$ between $x$ and $y$. Let $M$ be the maximum of $|f'|$ on a closed interval containing the spectrum. With the Frobenius norm $\|A\|_F^2=\sum_{ij}|A_{ij}|^2$, which a unitary change of basis leaves unchanged,

$$
\|U(F\circ U^\dagger VU)U^\dagger\|_F^2
=\sum_{ij}|F_{ij}|^2|V_{ij}|^2
\le M^2\|V\|_F^2 .\tag{4}
$$

We also need to know where the eigenvalues of $H_\lambda$ lie. Let $\|V\|$ be the largest absolute eigenvalue of $V$. For every normalized vector, the expectation values of $H_\lambda$ and $H$ differ by at most $|\lambda|\|V\|$. By the min-max principle, the eigenvalues in increasing order are obtained from such expectation values, so each of them moves by at most $|\lambda|\|V\|$. For all sufficiently small $|\lambda|$ the spectra consequently stay in one closed interval $I$ on which $f'$ is continuous.

By the Weierstrass approximation theorem there are polynomials $q_n$ that converge uniformly to $f'$ on $I$. Choose a point $c$ in $I$ and define

$$
p_n(x)=f(c)+\int_c^xq_n(z)\,dz .
$$

These are polynomials with $p_n'=q_n$, and they converge uniformly to $f$ because $I$ has finite length. Let $G(\lambda)$ denote the right-hand side of (1) evaluated at $H_\lambda$ instead of $H$. The polynomial result applies to $p_n$, and (4) applied to the function $p_n-f$ gives

$$
\|Dp_n(H_\lambda)[V]-G(\lambda)\|_F
\le \max_I|q_n-f'|\;\|V\|_F .
$$

The right-hand side does not depend on $\lambda$ and tends to zero. Each $Dp_n(H_\lambda)[V]$ is a polynomial in $\lambda$, hence continuous, so its uniform limit $G(\lambda)$ is continuous too. For the polynomials we have

$$
p_n(H_\lambda)=p_n(H)+\int_0^\lambda Dp_n(H_\kappa)[V]\,d\kappa .
$$

Uniform convergence allows the limit to be taken under the integral:

$$
f(H_\lambda)=f(H)+\int_0^\lambda G(\kappa)\,d\kappa .
$$

The integrand is continuous, so the derivative at $\lambda=0$ is $G(0)$. This is (1).

The same argument bounds finite changes. Let $A$ and $B$ be Hermitian with spectra in an interval on which $|f'|\le M$. The spectra of the matrices $B+\theta(A-B)$ lie in that interval as well, because their expectation values do. Integrating the derivative along this segment and using (4) gives

$$
\|f(A)-f(B)\|_F\le M\|A-B\|_F .\tag{5}
$$

### Second derivation: comparing two eigenbases

Assume now only that $f$ is defined near each eigenvalue of $H$ and is differentiable at each eigenvalue. Continuity of $f'$ is not required.

Let $\tilde u_i$ and $\tilde\varepsilon_i$ be orthonormal eigenvectors and eigenvalues of $H_\lambda$, for some small $\lambda\neq0$. Take the matrix element of $H_\lambda-H=\lambda V$ between an eigenvector of the new matrix and one of the old:

$$
(\tilde\varepsilon_i-\varepsilon_j)\langle\tilde u_i|u_j\rangle
=\lambda\langle\tilde u_i|V|u_j\rangle .\tag{6}
$$

The functions act on the same vectors in the same way, so

$$
\langle\tilde u_i|f(H_\lambda)-f(H)|u_j\rangle
=\big[f(\tilde\varepsilon_i)-f(\varepsilon_j)\big]\langle\tilde u_i|u_j\rangle
=\lambda F(\tilde\varepsilon_i,\varepsilon_j)\langle\tilde u_i|V|u_j\rangle .
$$

If the two energies differ, the last step follows by solving (6) for the overlap. If they are equal, the middle expression is zero, and (6) shows that the last one is zero as well. Multiplying by $|\tilde u_i\rangle$ on the left and $\langle u_j|$ on the right, summing over both complete bases and dividing by $\lambda$, we obtain

$$
\frac{f(H_\lambda)-f(H)}{\lambda}
=\sum_{ij}F(\tilde\varepsilon_i,\varepsilon_j)\,
|\tilde u_i\rangle\langle\tilde u_i|V|u_j\rangle\langle u_j| .\tag{7}
$$

No approximation has been made in (7). What remains is the limit $\lambda\to0$, in which individual eigenvectors need care: inside a degenerate level, $\tilde u_i$ need not approach the vector $u_i$ chosen beforehand. The projector on the whole level does converge, and that is sufficient.

Let $e_a$ be the distinct eigenvalues of $H$, with projectors $P_a$. Let $\tilde P_a$ be the sum of $|\tilde u_i\rangle\langle\tilde u_i|$ over the perturbed states whose energies tend to $e_a$. If $\tilde u_i$ belongs to this group and $u_j$ to another level $e_b$, then (6) gives

$$
\langle\tilde u_i|u_j\rangle
=\frac{\lambda\langle\tilde u_i|V|u_j\rangle}{\tilde\varepsilon_i-e_b}=O(\lambda),
$$

because the denominator tends to the nonzero gap $e_a-e_b$. Hence $\tilde P_aP_b=O(\lambda)$ for $a\ne b$. Inserting the completeness relations $\sum_bP_b=1$ and $\sum_b\tilde P_b=1$, we find

$$
\tilde P_a=\sum_b\tilde P_aP_b=\tilde P_aP_a+O(\lambda),\qquad
P_a=\sum_b\tilde P_bP_a=\tilde P_aP_a+O(\lambda).
$$

Subtraction gives $\tilde P_a-P_a=O(\lambda)$.

The factors in (7) converge as well. If $\tilde\varepsilon_i\to e_a$ and $\varepsilon_j=e_b\ne e_a$, continuity of $f$ at $e_a$ gives $F(\tilde\varepsilon_i,e_b)\to F(e_a,e_b)$. If $\varepsilon_j=e_a$, then $F(\tilde\varepsilon_i,e_a)$ is a difference quotient about $e_a$, or equals $f'(e_a)$ by definition if the energies coincide. Differentiability at $e_a$ makes it tend to $f'(e_a)$. The sum is finite, so

$$
Df(H)[V]=\sum_{ab}F(e_a,e_b)\,P_aVP_b .\tag{8}
$$

Written in any orthonormal eigenbasis this is (1), since $F_{ij}$ has one value throughout each block of levels. It also shows that the choice of basis inside a degenerate level is immaterial.

The formula agrees with ordinary perturbation theory where the latter has no vanishing denominators. For nondegenerate levels, the first-order change of $u_j$ has the component $V_{ij}/(\varepsilon_j-\varepsilon_i)$ along $u_i$. The changes of the ket and the bra in $\sum_jf(\varepsilon_j)|u_j\rangle\langle u_j|$ then contribute to the element $ij$

$$
f(\varepsilon_j)\frac{V_{ij}}{\varepsilon_j-\varepsilon_i}
+f(\varepsilon_i)\frac{V_{ij}}{\varepsilon_i-\varepsilon_j}
=\frac{f(\varepsilon_i)-f(\varepsilon_j)}{\varepsilon_i-\varepsilon_j}V_{ij}.
$$

If $V_{ij}$ and the common limit of $f(\varepsilon_i)$ and $f(\varepsilon_j)$ are nonzero, each term diverges as the gap closes, but their sum tends to $f'V_{ij}$ if $f'$ is continuous there. The mixing of two nearly degenerate states becomes large, while its effect on $f(H)$ stays finite because the two states carry nearly equal values of $f$.

### What each derivation assumes

Both derivations use a finite Hermitian matrix, a complete orthonormal eigenbasis and the continuity of eigenvalues. They differ in what they ask of $f$ and in what they deliver.

The first asks for a continuous derivative on an interval. It does not follow any eigenvector as $\lambda$ changes, so degeneracy never needs separate treatment. In return for the stronger assumption it shows that the derivative is continuous along the path $H_\lambda$, which allows finite changes to be obtained by integration.

The second asks only for differentiability at the eigenvalues of $H$, but it must control how the eigenspaces move. It proves the formula at $H$ and says nothing about a continuous derivative nearby. The function $f(x)=x^2\sin(1/x)$, with $f(0)=0$, separates the two cases. It is differentiable at zero with $f'(0)=0$, but $f'$ is not continuous there. At $H=0$ the second derivation applies and gives $Df(0)[V]=0$, whereas the first does not apply.

Differentiability itself cannot be dropped. For $f(x)=|x|$ and $H=0$ we have $f(\lambda V)=|\lambda||V|$, whose slopes from the two sides are $|V|$ and $-|V|$. They differ for every $V\ne0$. For electrons, a stronger failure occurs at zero temperature when a level lies at the chemical potential: the step in the occupation function then falls on an eigenvalue, and a perturbation that shifts the level across the step makes its occupation jump. If the chemical potential lies in a gap, the step function is constant near every eigenvalue, and the second derivation applies directly.

## The density response at finite temperature

The matrix $H=U\,\mathrm{diag}(\varepsilon_i)U^\dagger$ is now the one-electron Hamiltonian in an orthonormal basis of sites $r$. From the first half we take the rule that a perturbation $V$ changes $f(H)$ to first order by $U(F\circ U^\dagger VU)U^\dagger$. Here $F_{ij}$ is the divided difference of $f$ at $\varepsilon_i,\varepsilon_j$, with the value $f'(\varepsilon_i)$ at equal energies. We also use the bound $\|f(A)-f(B)\|_F\le M\|A-B\|_F$ for $|f'|\le M$.

Hartree atomic units are used. The electrons are independent and spin-paired, with temperature $T$, chemical potential $\mu$ and site densities

$$
n_r=2[f(H)]_{rr},\qquad
f(\varepsilon)=\frac{1}{e^{x}+1},\qquad x=\frac{\varepsilon-\mu}{kT}.
$$

A static potential $v_s$ on site $s$ acts equally on both spins, so $V=\mathrm{diag}(v_s)$. The occupations are those of thermal equilibrium in the perturbed Hamiltonian at the same $T$. The response is therefore isothermal. It contains no feedback of the changed density on the potential; in a mean-field theory it would be the independent-particle part of the response.

### The Fermi divided difference

Write $f=\tfrac12[1-\tanh(x/2)]$ and use $\tanh A-\tanh B=\sinh(A-B)/(\cosh A\cosh B)$. With $y=(x_i-x_j)/2$,

$$
f(\varepsilon_i)-f(\varepsilon_j)
=-\frac{\sinh y}{2\cosh(x_i/2)\cosh(x_j/2)} .
$$

Division by $\varepsilon_i-\varepsilon_j=2kT\,y$ gives

$$
F_{ij}=-\frac{1}{4kT}\,\frac{\sinh y}{y}\,
\frac{1}{\cosh(x_i/2)\cosh(x_j/2)} .\tag{9}
$$

As $y\to0$, $\sinh y/y\to1$ and the degenerate limit is

$$
F_{ii}=f'(\varepsilon_i)=-\frac{1}{4kT\cosh^2(x_i/2)}
=-\frac{f(\varepsilon_i)[1-f(\varepsilon_i)]}{kT}.\tag{10}
$$

Every $F_{ij}$ is negative. The largest value of $|f'|$ is $1/(4kT)$, so the bound above limits the change of $f(H)$ to at most $\|V\|_F/(4kT)$ in the Frobenius norm.

For two levels at $m\pm\delta/2$, the even terms of the Taylor series cancel in the difference:

$$
f(m+\tfrac{\delta}{2})-f(m-\tfrac{\delta}{2})
=\delta f'(m)+\frac{\delta^3}{24}f'''(m)+O(\delta^5).
$$

The correction to $f'$ is thus $f'''\delta^2/24$ to leading order, and the limit is smooth. For $kT=0.01$, $m-\mu=0.004$ and $\delta=0.001$ hartree, both this term and the full difference $F-f'$ are $0.00442$ per hartree.

For nearly degenerate levels, form (9) is also preferable in numerical work. For well-separated levels the plain quotient has a small absolute error, although for two levels far below $\mu$ it loses its relative accuracy because both occupations round to one. Form (9) in turn overflows in double precision once $|x_i|/2+|x_j|/2$ exceeds about 710, in the product of the two cosh factors or in $\sinh y$. For fifty pairs of levels between 0.001 and 0.02 hartree above $\mu$, each split by $10^{-13}$ hartree, the plain quotient in double precision has a largest relative error of $3\times10^{-5}$. The reference is the same quotient in 50-digit arithmetic. Rounding errors near $10^{-16}$ in the occupations are divided by the tiny splitting. Form (9) avoids this subtraction, and its largest relative error, against the same reference, is $3\times10^{-16}$.

### The response matrix

In the eigenbasis the perturbation is $V_{ij}=\sum_sU^*_{si}v_sU_{sj}$. The diagonal site elements of the changed matrix are

$$
\delta n_r=2\sum_{ij}U_{ri}F_{ij}V_{ij}U^*_{rj}.
$$

Inserting $V_{ij}$ and reading off the coefficient of $v_s$ gives, at fixed $\mu$,

$$
\chi_{rs}=\frac{\partial n_r}{\partial v_s}
=2\sum_{ij}F_{ij}\,U_{ri}U^*_{rj}U^*_{si}U_{sj}.\tag{11}
$$

Exchanging $i$ and $j$ in the sum, with $F_{ij}=F_{ji}$, shows that $\chi$ is real and symmetric. Multiplication by $v_r$ and $v_s$ and summation yield

$$
\sum_{rs}v_r\chi_{rs}v_s=2\sum_{ij}F_{ij}|V_{ij}|^2<0
\qquad(v\ne0),\tag{12}
$$

because all $F_{ij}$ are negative. Electrons leave, on this weighted average, the regions where the potential is raised.

The terms have a direct meaning. Inside each degenerate level choose the basis that makes $V$ diagonal. The equal-energy terms are then $f'(\varepsilon_i)V_{ii}$: the level shifts by $V_{ii}$, and its thermal occupation follows. The other terms describe the mixing of orbitals from different levels.

A uniform potential, $v_s=1$ on all sites, has $V_{ij}=\delta_{ij}$ and picks out the diagonal factors. Since $f$ depends on $\varepsilon-\mu$,

$$
\sum_s\chi_{rs}=2[f'(H)]_{rr}=-\frac{\partial n_r}{\partial\mu}.\tag{13}
$$

Raising all levels has the same effect as lowering $\mu$ by the same amount.

If the mean electron number $N$ is fixed instead, $\mu$ must shift by some $\delta\mu$. The effective perturbation is $v-\delta\mu\,\mathbf 1$, where $\mathbf 1$ has all entries one. The condition that the total density change vanishes reads

$$
0=\mathbf 1^{T}\chi(v-\delta\mu\,\mathbf 1),\qquad
\delta\mu=\frac{\mathbf 1^{T}\chi v}{\mathbf 1^{T}\chi\mathbf 1}.
$$

The denominator is negative by (12), so the division is allowed. Substitution in $\delta n=\chi(v-\delta\mu\,\mathbf 1)$ gives

$$
\chi^{N}=\chi-\frac{(\chi\mathbf 1)(\chi\mathbf 1)^{T}}{\mathbf 1^{T}\chi\mathbf 1}.\tag{14}
$$

This fixes the mean number; particle-number fluctuations remain, so it is not the response of an ensemble with a sharp $N$.

### The limit of low temperature

For an occupied level $\varepsilon_i$ and an empty level $\varepsilon_j$, both far from $\mu$ on the scale of $kT$, the numerator of the quotient tends to 1. Hence $F_{ij}\to-1/(\varepsilon_j-\varepsilon_i)$, the usual inverse gap. Two occupied or two empty levels give zero, and so does $f'$ away from $\mu$. A level at $\mu$ behaves differently: (10) gives $f'=-1/(4kT)$, which grows without limit as $T\to0$. At fixed $\mu$ the linear response then exists at every $T>0$, but the range of potentials in which it is useful shrinks with $T$. At fixed $N$ this depends on the degeneracy. For a single nondegenerate level $u_i$ at $\mu$, with weights $p_r=|U_{ri}|^2$ summing to one, the growing term in (11) is $2f'p_rp_s$. At low $T$ it supplies all of $\chi\mathbf 1=2f'p$ and $\mathbf 1^T\chi\mathbf 1=2f'$, so (14) removes it: $\mu$ follows the level and its occupation stays the same. In a chain of three sites with hopping $0.1$ hartree and three electrons, the response of an end site to its own potential is $-4.42$ electrons per hartree at fixed $N$ for $kT=10^{-2}$, $10^{-3}$ and $10^{-4}$ hartree, while at fixed $\mu$ it grows from $-16.9$ to $-1254$. For a degenerate level that the potential splits, the growth remains at fixed $N$.

### A ring with a degenerate pair at the chemical potential

Consider four sites $r=0,\dots,3$ in a ring with matrix elements $-t$ between neighbours, and choose $t=0.1$, $kT=0.01$ and $\mu=0$ hartree. The temperature is about 3158 K. The eigenvectors are $U_{rk}=e^{ikr}/2$ with $k=0,\pm\pi/2,\pi$, and the energies $-2t\cos k$ are $-0.2,0,0,0.2$ hartree. Because $f(-\varepsilon)=1-f(\varepsilon)$ at $\mu=0$, the ring contains four electrons, one per site.

Inserting the plane waves in (11) gives

$$
\chi_{0s}=\frac18\sum_{kk'}F_{kk'}e^{-i(k-k')s}.
$$

Multiply by $e^{iqs}$ and sum over $s$. The sum of the phases is 4 if $k-k'=q$ up to a multiple of $2\pi$, and zero otherwise, so

$$
\chi(q)=\sum_s\chi_{0s}e^{iqs}=\frac12\sum_{k'}F_{k'+q,\,k'} .
$$

The required factors, per hartree, are

$$
f'(0)=-\frac1{4kT}=-25,\qquad
F(0,2t)=F(-2t,2t)=-\frac{\tanh(t/kT)}{4t}=-2.5,
$$

and $f'(\pm2t)=-2\times10^{-7}$, which is negligible here. The two values $-2.5$ agree because the first pair has half the occupation difference and half the gap of the second. For $q=0$ each state is paired with itself; for $q=\pi/2$ all four pairs join the middle level to an outer one; for $q=\pi$ the outer levels are paired with each other, and the two middle states likewise. In electrons per hartree,

$$
\begin{aligned}
\chi(0)&=\tfrac12[2(-25)]=-25,\\
\chi(\pi/2)&=\tfrac12[4(-2.5)]=-5,\\
\chi(\pi)&=\tfrac12[2(-2.5)+2(-25)]=-27.5 .
\end{aligned}
$$

The last value is the density change of a raised site, per unit $v$, in the staggered potential $+v,-v,+v,-v$. It equals $-1.01$ electrons per eV. Omitting the terms between equal energies would leave $-2.5$ electrons per hartree, one eleventh of the response.

The inverse sum is $\chi_{0s}=\tfrac14\sum_q\chi(q)\cos(qs)$, with $\chi(-\pi/2)=\chi(\pi/2)$:

$$
\begin{aligned}
\chi_{00}&=\tfrac14(-25-10-27.5)=-15.625,\\
\chi_{01}=\chi_{03}&=\tfrac14(-25+27.5)=0.625,\\
\chi_{02}&=\tfrac14(-25+10-27.5)=-10.625 .
\end{aligned}
$$

The large negative response of the opposite site comes from the degenerate pair. One state of the pair can be chosen as $(1,0,-1,0)/\sqrt2$. A potential $v_0$ on site 0 raises it by $v_0/2$ and changes its occupation, with both spins, by $2f'(0)v_0/2=-25v_0$. Half of this loss, $-12.5v_0$, appears on site 2; orbital mixing returns $1.875v_0$.

At fixed $N$, every entry of $\chi\mathbf 1$ is $-25$ and $\mathbf 1^T\chi\mathbf 1=-100$. Equation (14) therefore adds $25^2/100=6.25$ to each element, and the row becomes $-9.375$, $6.875$, $-4.375$, $6.875$, with sum zero. For $v_0=0.001$ hartree, the predicted density changes are $-0.009375$, $0.006875$, $-0.004375$ and $0.006875$ electrons, and $\mu$ rises by $0.00025$ hartree. Diagonalizing the perturbed matrix and solving numerically for $\mu$ gives the same values to these digits. This close agreement is helped by a symmetry of the example. The matrix $C=\mathrm{diag}(1,-1,1,-1)$ gives $C(H+V-\mu)C=-(H-V+\mu)$ and leaves diagonal elements unchanged. Since $1/(e^{-x}+1)=1-1/(e^{x}+1)$, it follows that $n_r(V,\mu)=2-n_r(-V,-\mu)$. At $N=4$ the density changes and $\mu$ are therefore odd in $v_0$, and the first correction to the linear result is cubic. Without such a symmetry a quadratic correction is in general present.

### Approaching the degeneracy and leaving the linear regime

Let the hoppings alternate between $t+w/2$ and $t-w/2$. States with equal amplitudes on opposite sites see the sum of the two hoppings, $2t$; states with opposite amplitudes see their difference, $w$. In the two cases the Hamiltonian between the even and odd sites, with the staggered potential included, is

$$
h_g=\begin{pmatrix}v&-g\\-g&-v\end{pmatrix},\qquad g=2t\ \text{or}\ g=w .
$$

At $v=0$ its levels are $\pm g$ with eigenvectors $(1,\mp1)/\sqrt2$. In this basis the potential has no diagonal elements and the off-diagonal element $v$. The first element of $f(h_g)$ thus changes by $2\cdot\tfrac12F(g,-g)v$. A site carries half the weight of each even-site state, which cancels the factor 2 for spin, so the staggered response is

$$
\chi_{\rm st}=F(w,-w)+F(2t,-2t)
=-\frac{\tanh(w/2kT)}{2w}-\frac{\tanh(t/kT)}{4t}.\tag{15}
$$

For $w=0.05$, $0.01$ and $0.001$ hartree the first term is $-9.87$, $-23.11$ and $-24.98$ per hartree. It approaches $f'(0)=-25$ without a jump. At $w=0$ the same response can be described as mixing within the pair or, in the basis of even-site and odd-site states, as a change of occupation. Equation (8) guarantees that the two descriptions agree.

For the uniform ring, $\chi_{\rm st}$ is $-15.0$, $-27.5$ and $-52.5$ electrons per hartree at $kT=0.02$, $0.01$ and $0.005$ hartree. The pair's part doubles each time $T$ is halved, while the mixing of the outer levels stays near $-2.5$.

This model also shows where linearity ends. Since $h_g^2=E_g^2$ times the unit matrix, with $E_g=\sqrt{g^2+v^2}$, the odd function $\tanh(h_g/2kT)$ equals $\tanh(E_g/2kT)\,h_g/E_g$. For $w=0$, the density change on a raised site is then

$$
\delta n=-\frac12\tanh\frac{v}{2kT}
-\frac{v}{2E}\tanh\frac{E}{2kT},\qquad E=\sqrt{4t^2+v^2}.\tag{16}
$$

By symmetry $\mu$ stays at zero for $N=4$. The linear and full changes, in electrons, are:

| $v$ (hartree) | linear | full |
|---|---:|---:|
| 0.001 | −0.0275 | −0.0275 |
| 0.010 | −0.275 | −0.256 |
| 0.030 | −0.825 | −0.527 |

The first term of (16) cannot exceed one half in magnitude: the raised state of the pair starts with one electron, half of it on each of its two sites, and can lose no more than that. The range of linear response to a potential that splits a level at $\mu$ is therefore set by $kT$, even when $|v|$ is small compared with every gap to the other levels. In this ring the linear value is too large by 2% at $v=kT/2$, by 7% at $v=kT$ and by 28% at $v=2kT$.

Numerical values quoted here were computed with a short program.
